# Thin-film resistivity slope with two unequal mean free paths, part 2

A metal film fills $0<z<d$ and carries a current along $x$. Its degenerate carriers form two groups, $i=1,2$, each with a spherical Fermi surface of area $S_i$ in wave-vector space and one mean free path $\lambda_i$. The problem is how unequal paths change the rise of resistivity in thin films. Unless stated otherwise, the walls are fully diffuse, there are no grain boundaries, and a bulk collision destroys a carrier's drift and returns none to either group. Lengths are in nm and resistivities in $\mu\Omega\,$cm.

For a carrier of velocity $\mathbf v$ and speed $v$, $n_x=v_x/v$ and $\mu=v_z/v$. The drift length $\varphi$ is the mean distance over which it has been accelerated since it last lost its drift; in the bulk $\varphi=\lambda$.

**Part (c).** A group has bulk conductivity $CS\lambda$, with $C=e^2/(12\pi^3\hbar)$, and film conductivity $CS\lambda\,(1-w)$, where

$$w=\frac32\int_0^1(1-\mu^2)\frac{\lambda\mu}{d}\left[1-e^{-d/(\lambda\mu)}\right]d\mu .$$

In a thick film $w\simeq3\lambda/(8d)$, apart from exponentially small terms.

**Part (e).** If each wall reflects a fraction $p$ specularly, without change of group, then for $\mu>0$

$$\varphi(z,\mu)=\lambda\left[1-A\,e^{-z/(\lambda\mu)}\right],\qquad
A=\frac{1-p}{1-p\,e^{-d/(\lambda\mu)}},$$

and in a thick film

$$w\simeq\frac{3(1-p)\lambda}{8d}.$$

**Part (f).** For a normal mass $\gamma$ times the in-plane mass, with $\lambda$ the largest in-plane drift length,

$$w\simeq\frac{3\lambda}{8d\sqrt\gamma}.$$

**Part (g).** The slope $B$ is the coefficient of $1/d$ in the film resistivity $\rho$ as $d\to\infty$. With bulk resistivity $\rho_0=1/(C\sum_iS_i\lambda_i)$ and $x=3\Lambda/(8d)$, and without the exponentials,

$$\Lambda=\frac{\sum_iS_i\lambda_i^2}{\sum_iS_i\lambda_i},\qquad
\rho=\frac{\rho_0}{1-x}=\rho_0\left(1+x+\frac{x^2}{1-x}\right),$$

$$B=\frac38\rho_0\Lambda=\frac{3}{8C}\,\frac{\sum_iS_i\lambda_i^2}{\left(\sum_iS_i\lambda_i\right)^2}.$$

Multiplying all paths by one factor leaves $B$ the same.

**Part (h)** asks what a common mean free path predicts. Keep the Fermi surfaces but give all carriers the same path $\lambda_c$, and call the resulting slope $B_c$. Compare the two slopes for arbitrary areas. The solution follows.

**Solution.** With $\lambda_1=\lambda_2=\lambda_c$ the path cancels:

$$B_c=\frac{3}{8C}\,\frac{\lambda_c^2\sum_iS_i}{\lambda_c^2\left(\sum_iS_i\right)^2}
=\frac{3}{8C\sum_iS_i}.$$

The corresponding bulk product is $\rho_0\lambda_c=1/(C\sum_iS_i)$. This is why the product of resistivity and path can serve as a figure of merit for thin conductors: under the common-path assumption it follows from the Fermi surface alone, without a scattering calculation.

Let angle brackets denote an average weighted by Fermi area, $\langle g\rangle=\sum_iS_ig_i/\sum_iS_i$. Dividing the two slopes gives

$$\frac{B}{B_c}=\frac{\left(\sum_iS_i\lambda_i^2\right)\left(\sum_iS_i\right)}{\left(\sum_iS_i\lambda_i\right)^2}
=\frac{\langle\lambda^2\rangle}{\langle\lambda\rangle^2}
=1+\frac{\langle(\lambda-\langle\lambda\rangle)^2\rangle}{\langle\lambda\rangle^2}.$$

The last step uses $\langle\lambda^2\rangle=\langle\lambda\rangle^2+\langle(\lambda-\langle\lambda\rangle)^2\rangle$. The added term is a variance and cannot be negative. Within this model, unequal paths raise the slope above the value inferred from the area.

The value of $\lambda_c$ does not affect this ratio. If the comparison is also to have the same bulk resistivity, then $\lambda_c=\langle\lambda\rangle$ is required.

### (i) What is the excess for equal areas and a path ratio of three?

Treat a general ratio $r=\lambda_2/\lambda_1$ first, and examine its limits.

**Solution.** For equal areas,

$$\langle\lambda\rangle=\frac{\lambda_1(1+r)}2,\qquad
\langle\lambda^2\rangle=\frac{\lambda_1^2(1+r^2)}2,$$

and therefore

$$\frac{B}{B_c}=\frac{2(1+r^2)}{(1+r)^2}.$$

Because $2(1+r^2)=(1+r)^2+(r-1)^2$, this can be written

$$\frac{B}{B_c}=1+\left(\frac{r-1}{r+1}\right)^2 .$$

For $r=3$ the bracket is $2/4$, and

$$\frac{B}{B_c}=1+\frac14=\frac54 .$$

The slope is 25 percent above the common-path prediction. The long-path group carries three quarters of the bulk current, and it also loses three times as large a fraction of its current at the walls. The current-weighted path is thus $\tfrac14\lambda_1+\tfrac34(3\lambda_1)=2.5\lambda_1$, while the area-weighted path is $2\lambda_1$. Their ratio is again $5/4$.

For $r=1$ the excess vanishes, as it must. For $r\to\infty$ the slope ratio tends to 2: the short-path group then carries a negligible share of the current, and half of the Fermi area no longer takes part. Between these limits the ratio is 1.11 for $r=2$, 1.44 for $r=5$ and 1.67 for $r=10$. Replacing $r$ by $1/r$ changes nothing, since this merely exchanges the names of the groups.

### (j) Do equal areas give the largest excess?

Let the long-path group have the fraction $a$ of the total area. For fixed $r>1$, find the $a$ that gives the largest slope ratio.

**Solution.** The averages are $\langle\lambda\rangle=\lambda_1[1+a(r-1)]$ and $\langle\lambda^2\rangle=\lambda_1^2[1+a(r^2-1)]$, so

$$\frac{B}{B_c}=\frac{1+a(r^2-1)}{[1+a(r-1)]^2}.$$

This equals 1 at $a=0$ and at $a=1$, where a single group remains, and exceeds 1 between them. At the maximum the derivative of its logarithm is zero:

$$\frac{r^2-1}{1+a(r^2-1)}=\frac{2(r-1)}{1+a(r-1)}.$$

Divide by $r-1$ and multiply out:

$$(r+1)+a(r^2-1)=2+2a(r^2-1),\qquad r-1=a(r^2-1).$$

Thus $a=1/(r+1)$. The numerator of the slope ratio is then $r$, and the bracket in its denominator is $2r/(r+1)$. The largest value is

$$\left(\frac{B}{B_c}\right)_{\max}=\frac{(r+1)^2}{4r}.$$

For $r=3$ it is $4/3$, reached when the long-path group has one quarter of the area. Each group then carries half of the bulk current. The 25 percent of part (i) belongs to equal areas and is not an upper bound for a path ratio of three.

### (k) How large are the slopes in a numerical example?

Take a Fermi radius of $10\ \mathrm{nm^{-1}}$ for each group and paths of 5 and 15 nm.

**Solution.** Each area is $4\pi(10\ \mathrm{nm^{-1}})^2=1256.6\ \mathrm{nm^{-2}}$. The constants give $C=6.542\times10^{-7}$ S. With $\lambda_1+\lambda_2=20$ nm,

$$\frac1{\rho_0}=6.542\times10^{-7}\times1256.6\times10^{18}\times20\times10^{-9}\ \mathrm{S/m},$$

which is $1.644\times10^7$ S/m, or $\rho_0=6.082\ \mu\Omega\,$cm. The effective path is

$$\Lambda=\frac{5^2+15^2}{5+15}\ \mathrm{nm}=12.5\ \mathrm{nm}.$$

The two slopes, at the same bulk resistivity, are

$$B=\tfrac38\times6.082\times12.5=28.51\ \mu\Omega\,\mathrm{cm\,nm},$$

$$B_c=\tfrac38\times6.082\times10=22.81\ \mu\Omega\,\mathrm{cm\,nm}.$$

The first is $2.85\times10^{-16}\ \Omega\,\mathrm{m^2}$.

If $\rho_0$ is known and the measured slope is read with a one-path formula, the path obtained is 12.5 nm. No carrier in the model has this path, and it differs from the area-weighted mean of 10 nm.

The slope alone does not identify the cause of a deviation. By part (e), a specular fraction $p=0.2$ multiplies the two-group slope by 0.8 and gives $22.81\ \mu\Omega\,$cm nm. This is the common-path slope for fully diffuse walls, since $0.8\times\tfrac54=1$. A fit to thick films that assumes one path and finds $p=0$ could therefore describe films with two paths and $p=0.2$. In films about as thin as the longer path, the two cases no longer coincide, but the difference stays small: the two-path film with $p=0.2$ lies 0.2 percent below the one-path diffuse film at 30 nm and 1.5 percent below it at 15 nm (7.80 against 7.92 $\mu\Omega\,$cm).

### (l) Is the excess still 25 percent at finite thickness?

Compare the rises $\rho-\rho_0$ for films of 60, 30 and 15 nm, with the same $\rho_0$ in both models.

**Solution.** The full thickness law of part (c), with $w$ evaluated for each path, gives the following resistivities in $\mu\Omega\,$cm.

| $d$ (nm) | two paths | common path | ratio of rises |
|---:|---:|---:|---:|
| 60 | 6.596 | 6.487 | 1.268 |
| 30 | 7.166 | 6.942 | 1.261 |
| 15 | 8.310 | 7.917 | 1.214 |

The ratio is first above and then below 1.25. Two corrections act against each other. If the exponentials are left out, part (g) gives a rise of $\rho_0x/(1-x)$. The ratio of rises is then

$$\frac54\,\frac{1-x_c}{1-x},\qquad x=\frac{3\Lambda}{8d},\quad x_c=\frac{3\lambda_c}{8d}.$$

Since $x>x_c$, it is larger than $5/4$. At 60 nm, $x=0.078$ and $x_c=0.063$, and the ratio is 1.271. The exponentials lower this to 1.268. At 15 nm the same expression would give 1.36, but there the film is no thicker than the longer path. The omitted terms are then large and bring the ratio down to 1.214.

The total resistivity differs much less than the slope. The two-path value exceeds the common-path value by 1.7 percent at 60 nm and by 5.0 percent at 15 nm. The linear law $\rho_0+B/d$ gives 6.557 $\mu\Omega\,$cm at 60 nm, which is 0.6 percent below the full law.

### (m) What do the neglected effects change, and what follows for real metals?

Separate the effects that rescale both slopes from those that alter their ratio.

**Solution.** **Grain boundaries** cause a further loss of drift, which can exceed the loss at the walls. In the Mayadas–Shatzkes model, boundaries normal to the current multiply the relaxation rate by $1+\alpha/c$. Here $c=|n_x|$ and $\alpha=\lambda R/[D(1-R)]$, with grain size $D$ and boundary reflection $R$. A group keeps the fraction

$$3\int_0^1\frac{c^3}{c+\alpha}\,dc\simeq1-3\alpha\int_0^1c\,dc=1-\frac{3\alpha}2 .$$

The leading loss is again proportional to $\lambda$. If $R$ is the same for both groups, the slope against $1/D$ has the same factor $5/4$. For $D=60$ nm and $R=0.30$, grain boundaries alone raise the resistivity by $0.780\ \mu\Omega\,$cm. The walls of a 60 nm film alone raise it by 0.514.

**Bulk in-scattering** changes the two-group slope relative to the area-based value $B_c$. Suppose that collisions pass some drift to the other group, so that

$$\mu\frac{\partial\varphi_i}{\partial z}+\frac{\varphi_i}{\ell_i}=1+b\,u_j,\qquad
u_j=\frac34\int_{-1}^1(1-\mu^2)\varphi_j\,d\mu ,$$

where $j$ is the other group. The lengths $\ell_i$ are chosen to keep the bulk drift lengths at 5 and 15 nm. For $b=0.02\ \mathrm{nm^{-1}}$, the returned drift is 23 percent of the outgoing drift in the short-path group and 9 percent in the other. A numerical solution for a thick film gives a slope 1.23 times $B_c$, where $B_c$ is the value without in-scattering. This is not the ratio of two films that both have in-scattering. With the same $b$ and both bulk drift lengths at 10 nm, the common-path slope falls to 0.96 times $B_c$, and the ratio of the two slopes is 1.27. In this example in-scattering lowers both slopes but does not reduce the relative excess. The same method gives 1.249 for $b=0$.

**Mass anisotropy** multiplies both relative slopes, $B/\rho_0$ and $B_c/\rho_0$, by $1/\sqrt\gamma$ if the two groups have the same $\gamma$ and the in-plane drift lengths are held fixed. If $\gamma$ differs between the groups, the factor does not cancel.

**Temperature** leaves the slope unchanged if both paths vary as $1/T$. From 300 to 378 K the bulk resistivity then rises to $7.663\ \mu\Omega\,$cm, while the slope stays at 28.51 $\mu\Omega\,$cm nm, as part (g) requires. Scattering that changes the path ratio would in general change the slope. Thermal smearing is negligible here: for masses of 2 and 1 electron masses and constant relaxation times, it shifts the bulk conductivity by 0.01 percent at 300 K if the chemical potential is held fixed.

**Subband quantization** is small but also varies as $1/d$. With hard walls and a fixed Fermi energy, each group occupies 190 subbands at 60 nm and its density falls by 0.39 percent. In a neutral metal the Fermi level or the electronic boundary must adjust to restore the density, so this figure indicates a size and is not a resistivity correction. A quantum treatment of the wall scattering itself has not been made.

The example lies in the rough regime of platinum-group interconnect metals, with a bulk resistivity of several $\mu\Omega\,$cm and paths of the order of 10 nm. Ruthenium, for instance, has roughly $7\ \mu\Omega\,$cm at room temperature. The two equal spheres do not represent its Fermi surface, which has several non-spherical sheets, and the path ratio of three is a chosen value. Real lines also have side walls and grains. With the grain parameters above, the grain contribution is about one and a half times that of the film walls.

For ranking metals by their slope $B$, the area-based figure of merit gives the right order when the candidates have the same value of $\langle\lambda^2\rangle/\langle\lambda\rangle^2$, or when their figures differ by more than the differences in this factor can make up. Candidates with nearly equal figures can change places even if their spreads of path differ only slightly. If neither condition is known to hold, the spread of paths has to be calculated as well. The rule is derived for thick films with equally diffuse walls, isotropic groups, no grain boundaries and no bulk in-scattering. Grain boundaries of fixed spacing, for instance, shorten the long paths more than the short ones and so lower the ratio of the wall slopes, from 1.25 to 1.21 for $D=60$ nm and $R=0.30$. Further digits of the example are in the numerical output.

## Numbers as computed

```
INPUTS AND BULK
Fermi radius of each group: 10.0 nm^-1
Fermi area of each group: 1256.6 nm^-2
mean free paths: 5.0, 15.0 nm
matched common mean free path: 10.0 nm
bulk resistivity: 6.082 microohm cm
long-path share of bulk current: 75.0 percent
THICK-FILM SLOPES
two-group slope: 28.509 microohm cm nm
two-group slope converted: 2.8509e-16 ohm m^2
common-path slope: 22.807 microohm cm nm
slope ratio: 1.25000
effective path from slope: 12.500 nm
integral-equation slope ratio: 1.2492
path ratio 1: slope ratio 1.0000
path ratio 2: slope ratio 1.1111
path ratio 3: slope ratio 1.2500
path ratio 5: slope ratio 1.4444
path ratio 10: slope ratio 1.6694
FILM RESISTIVITIES, microohm cm
d=60 nm: two-group 6.596, common 6.487, linear 6.557
  ratio of rises, two-group/common: 1.268
d=30 nm: two-group 7.166, common 6.942, linear 7.032
  ratio of rises, two-group/common: 1.261
d=15 nm: two-group 8.310, common 7.917, linear 7.983
  ratio of rises, two-group/common: 1.214
LOSSES AND NEGLECTED EFFECTS AT d=60 nm
path 5 nm: flight loss 3.15, law 3.12 percent
path 15 nm: flight loss 9.43, law 9.38 percent
surface resistivity rise: 0.514 microohm cm
grain size: 60 nm; boundary reflection: 0.30
grain-only resistivity rise: 0.780 microohm cm
large-grain slope ratio: 1.2500
specular fraction: 0.20; slope: 22.807 microohm cm nm
slope ratio with that specular fraction: 1.2500
intergroup in-scattering coupling: 0.020 nm^-1
bulk in-scattering/out-scattering: 23.1, 9.1 percent
slope ratio with in-scattering: 1.2264
normal/in-plane mass ratio: 1.50
relative-slope factor from anisotropy: 0.8165
Fermi energies: 1.905, 3.810 eV
masses: 2.0, 1.0 electron masses
thermal conductivity shift at 300 K: 0.0099 percent
occupied subbands per group: 190
hard-wall density shift: -0.393 percent
bulk resistivity at 378 K: 7.663 microohm cm
two-group slope at 378 K: 28.509 microohm cm nm
```
